# Classical Heat Conduction by Diffusing Modes in a Debye Solid

## Problem

In a glass or a strongly disordered alloy, most vibrations don't travel as waves over many atomic distances. Two simple models describe how such vibrations carry heat. Both assign a diffusivity to each mode, but the diffusivities depend on frequency in opposite ways.

Take an isotropic harmonic solid with $n$ atoms per volume and three acoustic branches, all with $\omega=vk$ and the same speed $v$. The spectrum ends at a Debye cutoff $\omega_D$, chosen so that there are $3n$ modes per volume. The temperature is high enough for each mode to have heat capacity $k_B$.

- In the **hop model**, a mode of angular frequency $\omega$ has diffusivity $D_h=\omega/(3\pi n^{2/3})$.
- In the **Cahill-Pohl model**, a mode moves at speed $v$ with a mean free path of half its wavelength.

(a) Find the thermal conductivity of each model.

(b) Show that, for the same $n$ and $v$, the hop value is 23 percent below the Cahill-Pohl value.

(c) Explain the sign of the difference by comparing the models mode by mode.

(d) Evaluate both conductivities for an oxide layer in a chip, and judge whether the 23 percent survives there.

## Hints

1. Treat the energy in a narrow band of frequencies as a diffusing substance. Its flux is its diffusivity times the negative gradient of its energy density.
2. In the classical limit you need two averages over the Debye spectrum: $\langle\omega\rangle$ for one model and $\langle1/\omega\rangle$ for the other.
3. A particle with speed $v$ and mean free path $\ell$ in three dimensions has diffusivity $v\ell/3$.
4. For (c), find the frequency at which the two diffusivities are equal, and the half wavelength there.
5. For (d), compare the Debye cutoff energy with $k_BT$ and with the stiffest vibrations of the real material.

## Solution

### From diffusivity to conductivity

Let $g(\omega)\,d\omega$ be the number of modes per volume in a frequency interval, and $C(\omega)$ the heat capacity of one mode. If each band is in local equilibrium at temperature $T(\mathbf r)$, the gradient of its energy density is $g\,C\,\nabla T\,d\omega$. Its heat flux is therefore $-D\,g\,C\,\nabla T\,d\omega$. Adding the bands and comparing with Fourier's law, flux $=-\kappa\nabla T$, gives

$$\kappa=\int_0^{\omega_D} g(\omega)\,C(\omega)\,D(\omega)\,d\omega .$$

Wavevectors have density $1/(2\pi)^3$ per volume of the solid. A shell in $k$ space has volume $4\pi k^2dk$, and $k=\omega/v$, so three branches give

$$g(\omega)=3\,\frac{4\pi}{(2\pi)^3}\frac{\omega^2}{v^3}=\frac{3\omega^2}{2\pi^2v^3}.$$

The mode count fixes the cutoff:

$$3n=\int_0^{\omega_D}g\,d\omega=\frac{\omega_D^3}{2\pi^2v^3}
\quad\Rightarrow\quad \omega_D=v(6\pi^2n)^{1/3}.$$

Here $n$ counts atoms, not formula units. Dividing $g$ by $3n$ gives the normalized distribution $p(\omega)=3\omega^2/\omega_D^3$. Its averages are

$$\langle\omega\rangle=\frac{3}{\omega_D^3}\int_0^{\omega_D}\omega^3d\omega=\frac34\omega_D,
\qquad
\left\langle\frac1\omega\right\rangle=\frac{3}{\omega_D^3}\int_0^{\omega_D}\omega\,d\omega=\frac{3}{2\omega_D}.$$

### What the hop diffusivity assumes

Consider a walk of $N$ steps with independent, isotropic directions. The cross terms between steps average to zero, so the mean square distance is $N\langle s^2\rangle$, where $s$ is the step length. In three dimensions this equals $6Dt$. With a mean time $\tau$ per step, $t=N\tau$ and

$$D=\frac{\langle s^2\rangle}{6\tau}.$$

If step lengths are exponentially distributed with mean $\ell$, as for collisions at random, then $\langle s^2\rangle=2\ell^2$ and $D=\ell^2/(3\tau)$. This is the form $v\ell/3$ with speed $\ell/\tau$. The choice $\ell=n^{-1/3}$, the mean atomic spacing, and $1/\tau=\omega/\pi$, two steps per period, reproduces the given $D_h$.

If every step had the same length $\ell$, then $\langle s^2\rangle=\ell^2$ and $D$ would be half as large. Simulated walks of 100 steps, with 20,000 walkers for each law, gave $D\tau/\ell^2=0.336$ for exponential steps and $0.167$ for fixed steps, close to $1/3$ and $1/6$. With fixed steps in the hop model and an unchanged Cahill-Pohl model, the conductivity ratio would be 0.385. The 23 percent thus rests on the stated prefactor, which is a modelling choice and not a consequence of the Debye spectrum.

### (a) The two conductivities

For the hop model, set $C=k_B$ and use $\int g\,\omega\,d\omega=3n\langle\omega\rangle$:

$$\kappa_h=\frac{k_B}{3\pi n^{2/3}}\,3n\langle\omega\rangle
=\frac{n^{1/3}k_B}{\pi}\,\frac34\,v(6\pi^2n)^{1/3}.$$

The two factors $n^{1/3}$ combine, so

$$\kappa_h=\frac{3}{4\pi}(6\pi^2)^{1/3}\,k_Bn^{2/3}v=0.9305\,k_Bn^{2/3}v .$$

In the Cahill-Pohl model the wavelength is $2\pi v/\omega$, so the free path is $\pi v/\omega$ and

$$D_{CP}=\frac{v}{3}\,\frac{\pi v}{\omega}=\frac{\pi v^2}{3\omega}.$$

The classical conductivity follows from the second average:

$$\kappa_{CP}=3nk_B\,\frac{\pi v^2}{3}\left\langle\frac1\omega\right\rangle
=\frac{3\pi n k_Bv^2}{2\omega_D}
=\frac32\,\frac{\pi}{(6\pi^2)^{1/3}}\,k_Bn^{2/3}v .$$

Since $\pi^3/(6\pi^2)=\pi/6$, this is

$$\kappa_{CP}=\frac32\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}v=1.2090\,k_Bn^{2/3}v .$$

To connect this with the usual Cahill-Pohl formula, restore the quantum heat capacity $C=k_B\,x^2e^x/(e^x-1)^2$, with $x=\hbar\omega/(k_BT)$. The product $g\,D_{CP}$ is $\omega/(2\pi v)$. Define the Debye temperature $\Theta=\hbar\omega_D/k_B$, so that $\omega=x\,\omega_DT/\Theta$. Then

$$\kappa_{CP}=\frac{k_B\omega_D^2}{2\pi v}\left(\frac T\Theta\right)^2\int_0^{\Theta/T}\frac{x^3e^x}{(e^x-1)^2}dx .$$

Here $\omega_D^2/(2\pi v)=vn^{2/3}(6\pi^2)^{2/3}/(2\pi)$. The cube of $(6\pi^2)^{2/3}/(2\pi)$ is $36\pi^4/(8\pi^3)=27\pi/6$, so the number itself is $3(\pi/6)^{1/3}$. This is the familiar prefactor $(\pi/6)^{1/3}$ with three equal branches added. At high temperature the integrand tends to $x$, the integral to $(\Theta/T)^2/2$, and the classical result returns.

### (b) The ratio

Divide the two results. The factors $k_B$, $n^{2/3}$ and $v$ cancel:

$$\frac{\kappa_h}{\kappa_{CP}}
=\frac{3}{4\pi}(6\pi^2)^{1/3}\cdot\frac23\left(\frac6\pi\right)^{1/3}
=\frac{(36\pi)^{1/3}}{2\pi}
=\left(\frac{9}{2\pi^2}\right)^{1/3}=0.7697 .$$

The hop conductivity is lower by $1-0.7697=0.230$, or 23.0 percent of the Cahill-Pohl value.

A direct sum over the discrete wavevectors $\mathbf k=2\pi\mathbf m/L$ of a periodic box of side $L$, with integer vectors $0<|\mathbf m|\le R$ and $L$ fixed by setting $nL^3$ equal to the number of these vectors, gives a ratio of 0.77024 for $R=25$ and 0.76977 for $R=60$. The difference from the integral shrinks as the box grows.

### (c) Why the hop value is lower

Mode by mode, the diffusivities compare as

$$\frac{D_h}{D_{CP}}=\frac{\omega}{3\pi n^{2/3}}\,\frac{3\omega}{\pi v^2}
=\frac{\omega^2}{\omega_*^2},\qquad \omega_*=\pi v n^{1/3}.$$

They are equal at $\omega_*$, where the half wavelength $\pi v/\omega_*$ is $n^{-1/3}$, the mean atomic spacing. In units of the cutoff, $\omega_*/\omega_D=(\pi/6)^{1/3}=0.806$. Slower modes diffuse less in the hop model. Faster modes diffuse more, for two reasons: the Cahill-Pohl path $\pi v/\omega$ is shorter than the hop length $n^{-1/3}$, and the hop speed $n^{-1/3}\omega/\pi$ exceeds $v$. Each contributes one factor $\omega/\omega_*$.

The conductivity ratio is an average of $\omega^2/\omega_*^2$, weighted by each mode's share of the Cahill-Pohl conductivity. That weight is $g\,C\,D_{CP}$, proportional to $\omega C$. In the classical limit it is proportional to $\omega$, and the mean square frequency is

$$\overline{\omega^2}=\frac{\int_0^{\omega_D}\omega^3d\omega}{\int_0^{\omega_D}\omega\,d\omega}=\frac{\omega_D^2}{2}.$$

Therefore

$$\frac{\kappa_h}{\kappa_{CP}}=\frac{\omega_D^2}{2\omega_*^2}=\frac12\left(\frac6\pi\right)^{2/3},$$

which is the same number as in (b). The root mean square frequency, $0.707\,\omega_D$, lies below the crossing at $0.806\,\omega_D$. The loss from slow modes outweighs the gain from fast ones.

### (d) An oxide layer

Use rough typical values for amorphous silica: $n=66\ \mathrm{nm^{-3}}$, counting silicon and oxygen atoms, and a single speed $v=4.5$ km/s. Take 350 K as the temperature of a working chip. Since 1 km/s is 1 nm/ps,

$$\omega_D=4.5\,(6\pi^2\times66)^{1/3}\ \mathrm{rad/ps}=70.9\ \mathrm{rad/ps}.$$

This corresponds to $\hbar\omega_D=46.7$ meV and $\Theta=541$ K. The classical conductivities are

$$\kappa_h=0.9305\,k_B(66\ \mathrm{nm^{-3}})^{2/3}(4.5\ \mathrm{km/s})=0.944\ \mathrm{W/(m\,K)},$$

$$\kappa_{CP}=1.2090\,k_B(66\ \mathrm{nm^{-3}})^{2/3}(4.5\ \mathrm{km/s})=1.227\ \mathrm{W/(m\,K)}.$$

At the cutoff the order is reversed: $D_h=0.461\ \mathrm{mm^2/s}$ and $D_{CP}=0.299\ \mathrm{mm^2/s}$, as expected above the crossing.

The chip temperature is below $\Theta$, so the classical limit is not reached. With the quantum heat capacity, the same integrals at 350 K give $\kappa_h=0.829$ and $\kappa_{CP}=1.114$ W/(m K). The deficit is then 25.5 percent, for reasons worked out in the first variation.

**The stiff vibrations of silica.** The Debye spectrum ends at 46.7 meV, whereas silica has bond-stretching vibrations at much higher energy. As a rough estimate, move $2/9$ of all modes to 130 meV, let the others keep their Debye distribution, and leave the Cahill-Pohl reference unchanged. If all $3n$ modes were at 130 meV, the classical hop conductivity would be larger by the factor $130/(\tfrac34\times46.7)\approx3.71$, because it is proportional to the mean frequency. Hence

$$\kappa_h^{\rm band}\approx\left(\frac79+\frac29\times3.71\right)0.944\ \mathrm{W/(m\,K)}\approx1.51\ \mathrm{W/(m\,K)}.$$

This is 1.23 times the Cahill-Pohl value: in the classical limit the order of the models is reversed. The 23 percent therefore depends on the Debye spectrum as well as on the chosen prefactor, and can't be carried over to a solid with a large share of stiff modes.

At 350 K a mode at 130 meV has only 0.256 of its classical heat capacity. The band then adds about 0.20 W/(m K), while taking $2/9$ of the modes out of the Debye part removes $\tfrac29\times0.829\approx0.18$ W/(m K). The two changes nearly cancel. The hop conductivity becomes 0.845 W/(m K), and the ratio is 0.76. This agreement with the classical Debye ratio is a coincidence of the chosen numbers, and it depends on the unchanged reference. If the Cahill-Pohl model is given the same band, with $D_{CP}=\pi v^2/(3\omega)$ at 130 meV, the ratio at 350 K is 0.96. The estimate also assumes that stretching modes obey $D_h$; if they are localized, they carry less. Removing $2/9$ of the modes at every frequency also thins the low-frequency density of states, which the sound speed fixes. If that density is kept and the cutoff is lowered to $(7/9)^{1/3}\omega_D=0.920\,\omega_D$ instead, the ratio against the unchanged reference is 1.19 classically and 0.72 at 350 K. With the band in both models it is 1.32 classically and 0.83 at 350 K.

**Long waves.** Neither model lets slow vibrations travel over many wavelengths. Suppose that modes below 1 THz, or $6.28$ rad/ps, have a rough free path of 10 nm. This is about two wavelengths at 1 THz. Below 0.225 THz it is less than half a wavelength, so a constant path is not a fair description of the slowest waves, which are about 1 percent of these modes. Their share of all modes is $(6.28/70.9)^3\approx7.0\times10^{-4}$. With $D=v\ell/3$ they contribute

$$\kappa_w=3n\,(7.0\times10^{-4})\,k_B\,\frac{v\ell}{3}=0.029\ \mathrm{W/(m\,K)},$$

about 3 percent of the hop value at 350 K. The hop model gives these modes almost nothing, but the Cahill-Pohl model already assigns them 0.010 W/(m K), so the net addition to it is about 0.019 W/(m K). A path that grows toward low frequency would increase this.

**Comparison with the real material.** The conductivity of dense silica glass near room temperature is roughly 1.4 W/(m K), above both Debye estimates at 350 K. The inputs are typical of dense glass; a porous oxide has a smaller $n$ and usually smaller speeds. In a thin layer, thermal resistance at the interfaces also reduces the apparent conductivity, and neither model includes it. Moving part of the spectrum to a stiff band changes the classical ratio from 0.77 to 1.23 if only the hop model receives the band, and to 1.49 if both do. Replacing exponential by fixed steps in the hop model changes it from 0.77 to 0.385. A difference of 23 percent between the models is thus too small, given these uncertainties, to decide between them from one measured conductivity.

## Variation 1: lower the temperature

*How does the ratio change when the modes are no longer classical?*

Write $C/k_B=(x/2)^2/\sinh^2(x/2)$. For small $x$ this is $1-x^2/12+\dots$. With $u=\omega/\omega_D$ we have $x=u\Theta/T$. The hop integrand is proportional to $u^3C$ and the Cahill-Pohl integrand to $uC$. Relative to their classical values, the conductivities are multiplied by

$$1-\frac{1}{12}\frac{\Theta^2}{T^2}\frac{1/6}{1/4}=1-\frac{\Theta^2}{18T^2},
\qquad
1-\frac{1}{12}\frac{\Theta^2}{T^2}\frac{1/4}{1/2}=1-\frac{\Theta^2}{24T^2}.$$

The hop model loses more because it relies more on fast modes, which freeze first. To this order,

$$\frac{\kappa_h}{\kappa_{CP}}\simeq0.7697\left(1-\frac{\Theta^2}{72T^2}\right).$$

For the oxide at 350 K this gives 0.7441, against 0.7446 from the full integrals.

The ratio falls steadily on cooling. With $y=x/2$, differentiation at fixed $\omega$ gives

$$\frac{\partial\ln C}{\partial\ln T}=2(y\coth y-1),$$

which increases with $y$. Heating therefore raises the weight $\omega C$ of fast modes by a larger factor than that of slow modes, and the weighted mean of $\omega^2$ rises. In this single-speed Debye model, 0.7697 is the upper limit of the ratio, approached at high temperature.

For $T\ll\Theta$ the cutoff no longer matters, and $\omega$ scales with $T$ in both integrals. Then $\kappa_h\propto T^4$ and $\kappa_{CP}\propto T^2$, so the ratio falls as $T^2$. These are laws of the two models. In a real glass, long waves that travel over many wavelengths become important at low temperature, and neither model describes them.

## Variation 2: give the branches different speeds

*Does the ratio survive if longitudinal and transverse waves have different speeds?*

The answer depends on the cutoff. First give each branch $n$ modes and its own cutoff $\omega_i=v_i(6\pi^2n)^{1/3}$. Each branch then contributes one third of the earlier result, with $v$ replaced by $v_i$, in both models. The sums contain the same mean speed $v_m=(v_1+v_2+v_3)/3$, and the classical ratio remains 0.7697.

Now let the hop model use one common cutoff frequency $\omega_c$, while the Cahill-Pohl model keeps separate cutoffs. Counting the hop modes gives

$$3n=\frac{\omega_c^3}{6\pi^2}\sum_{i=1}^3\frac1{v_i^3}
\quad\Rightarrow\quad
\omega_c=v_D(6\pi^2n)^{1/3},\qquad
\frac1{v_D^3}=\frac13\sum_{i=1}^3\frac1{v_i^3}.$$

The total spectrum is still proportional to $\omega^2$, so $\langle\omega\rangle=\tfrac34\omega_c$ and $\kappa_h$ is proportional to $v_D$. The Cahill-Pohl value is proportional to $v_m$. Therefore

$$\frac{\kappa_h}{\kappa_{CP}}=0.7697\,\frac{v_D}{v_m}.$$

For rough silica speeds of 6.0 km/s (longitudinal) and 3.8 km/s (two transverse branches), $v_m=4.533$ km/s and $v_D=4.180$ km/s. The ratio is $0.7697\times4.180/4.533=0.710$, a deficit of 29 percent. The slow branches dominate the mode count and pull the common cutoff down, which here lowers only the hop value. If both models use the common cutoff, $\kappa_{CP}$ is proportional to $v_D^2\langle1/v\rangle$, where $\langle1/v\rangle$ is the mean of $1/v_i$ over the branches. The ratio is then $0.7697/(v_D\langle1/v\rangle)=0.797$, a deficit of only 20 percent. A quoted difference between the two models therefore needs its cutoff convention stated as well as its sound speeds.

Most of the values in this sheet are collected in the numerical output below.

## Computed results

```
Atom density (rough input): 66 nm^-3
Single sound speed (rough input): 4.5 km/s
Temperature of use: 350 K
Debye cutoff omega_D: 70.88 rad/ps
Debye cutoff energy: 46.7 meV
Debye temperature: 541 K
Hop diffusivity at cutoff: 0.461 mm^2/s
Half-wave diffusivity at cutoff: 0.299 mm^2/s
Crossing frequency / omega_D: 0.8060
Coefficient of kB n^(2/3) v, hop model: 0.9305
Coefficient of kB n^(2/3) v, Cahill-Pohl: 1.2090
Classical kappa, hop model: 0.944 W/(m K)
Classical kappa, Cahill-Pohl: 1.227 W/(m K)
Classical ratio: 0.7697
Classical deficit: 23.0 percent
Box-sum ratio, radius 25: 0.77024
Box-sum ratio, radius 60: 0.76977
Box-sum ratio shift, 25 to 60: -4.7e-04
Walk D/(l^2/tau), exponential steps: 0.336
Walk D/(l^2/tau), fixed steps: 0.167
Classical ratio if steps were fixed: 0.385
Kappa at T of use, hop model: 0.829 W/(m K)
Kappa at T of use, Cahill-Pohl: 1.114 W/(m K)
Ratio at T of use: 0.7446
Deficit at T of use: 25.5 percent
High-T law for ratio at T of use: 0.7441
Low-T power of T in the ratio: 2.000
Longitudinal speed (rough input): 6.0 km/s
Transverse speed (rough input): 3.8 km/s
Mean branch speed: 4.533 km/s
Debye mean speed v_D: 4.180 km/s
Classical ratio, own branch cutoffs: 0.7697
Classical ratio, common cutoff: 0.7097
Stiff band energy (rough input): 130 meV
Stiff band share of modes (rough input): 0.222
Band heat capacity / kB at T of use: 0.256
Classical hop kappa with band: 1.514 W/(m K)
Classical ratio with band: 1.234
Hop kappa with band at T of use: 0.845 W/(m K)
Ratio with band at T of use: 0.759
Propagating-wave edge (rough input): 1 THz
Propagating-wave path (rough input): 10 nm
Share of modes below the edge: 7.0e-04
Kappa of propagating waves: 0.029 W/(m K)
```
